# Ewald Field Gradient in a Tetragonally Strained Rocksalt Point-Charge Lattice: a program that tests the result

```python
"""
Electric field gradient (EFG) at an ion of a tetragonally strained rocksalt
lattice of point charges.
Result under test: the EFG tensor V_ab = d2(phi)/dx_a dx_b at a +q ion is zero
for the cubic lattice, traceless for every strain, and
    V_zz = (q/d^3) * (K*eps + B*eps^2 + ...),
    K = -(36/7) sum' s P4(cos theta)/n^3,
    B = sum' s (35 p^3/8 - 5 p^2/2)/n^3,   p = 3 cos^2(theta) - 1.
Symbols: q ion charge, d nearest-neighbour distance, s = +1/-1 sign of an ion
relative to the central one, n distance in units of d, eps volume-conserving
strain (d_z = d(1+eps), d_x = d_y = d/sqrt(1+eps)), alpha Ewald parameter.
Atomic units; "reduced" means in units of q/d^3.
"""
import itertools
import numpy as np
import sympy as sp
from scipy.special import erfc
from scipy import constants as const


def integer_grid(limit):
    axis = np.arange(-limit, limit + 1)
    return np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1).reshape(-1, 3)


def spacings(eps, d=1.0):
    return d * np.array([(1 + eps) ** -0.5, (1 + eps) ** -0.5, 1 + eps])


CELL_IONS = np.array(list(itertools.product([0, 1], repeat=3)))
CELL_SIGNS = (-1.0) ** CELL_IONS.sum(axis=1)
REAL_INDEX = integer_grid(8)
REAL_INDEX = REAL_INDEX[np.any(REAL_INDEX != 0, axis=1)]
REC_INDEX = integer_grid(9)
REC_INDEX = REC_INDEX[np.any(REC_INDEX != 0, axis=1)]
# structure factor from the eight ions of the cell with edges 2d
STRUCTURE = np.cos(np.pi * REC_INDEX @ CELL_IONS.T) @ CELL_SIGNS


def ewald_parts(spacing, alpha, q=1.0):
    """Real-space, reciprocal-space and self parts of the EFG tensor."""
    pos = REAL_INDEX * spacing
    charge = q * (-1.0) ** REAL_INDEX.sum(axis=1)
    r = np.linalg.norm(pos, axis=1)
    gauss = 2 * alpha / np.sqrt(np.pi) * np.exp(-(alpha * r) ** 2)
    b1 = erfc(alpha * r) / r**3 + gauss / r**2
    b2 = 3 * erfc(alpha * r) / r**5 + gauss * (3 / r**4 + 2 * alpha**2 / r**2)
    real = (pos * (charge * b2)[:, None]).T @ pos - np.eye(3) * np.sum(charge * b1)
    g = np.pi * REC_INDEX / spacing
    g2 = np.sum(g**2, axis=1)
    weight = q * STRUCTURE * np.exp(-g2 / (4 * alpha**2)) / g2
    volume = 8 * np.prod(spacing)
    reciprocal = -4 * np.pi / volume * (g * weight[:, None]).T @ g
    self_part = np.eye(3) * 4 * q * alpha**3 / (3 * np.sqrt(np.pi))
    return real, reciprocal, self_part


def ewald(spacing, alpha=1.0, q=1.0):
    return sum(ewald_parts(spacing, alpha, q))


def weighted_block(limit):
    """Ions of a block, with surface ions shared between neighbouring boxes."""
    n = integer_grid(limit)
    weight = np.prod(np.where(np.abs(n) == limit, 0.5, 1.0), axis=1)
    keep = np.any(n != 0, axis=1)
    n = n[keep]
    return n, weight[keep] * (-1.0) ** n.sum(axis=1)


def direct_sum(spacing, limit):
    n, charge = weighted_block(limit)
    pos = n * spacing
    r2 = np.sum(pos**2, axis=1)
    tensor = 3 * (pos * (charge / r2**2.5)[:, None]).T @ pos
    return tensor - np.eye(3) * np.sum(charge / r2**1.5)


# --- structure factor and multipole moments of the elementary box
all_odd = np.all(REC_INDEX % 2 == 1, axis=1)
assert np.allclose(STRUCTURE, np.where(all_odd, 8.0, 0.0), atol=1e-10)
corners = (CELL_IONS - 0.5) * spacings(0.1)
for powers in itertools.product(range(3), repeat=3):
    if sum(powers) <= 2:
        assert abs(np.sum(CELL_SIGNS * np.prod(corners**powers, axis=1))) < 1e-14
assert abs(np.sum(CELL_SIGNS * np.prod(corners, axis=1))) > 0.1

# --- symbolic check of the strain expansion of one ion's contribution
u, e, t, e1, e3 = sp.symbols("u e t e1 e3", real=True)
P2, P4 = sp.legendre(2, u), sp.legendre(4, u)
p = 3 * u**2 - 1


def ion_term(z2, rho2):
    return (2 * z2 - rho2) / (z2 + rho2) ** sp.Rational(5, 2)


term = ion_term(u**2 * (1 + e) ** 2, (1 - u**2) / (1 + e))
first = sp.diff(term, e).subs(e, 0)
second = sp.diff(term, e, 2).subs(e, 0) / 2
assert sp.simplify(first - (p + 2 - sp.Rational(5, 2) * p**2)) == 0
assert sp.simplify(first + sp.Rational(36, 7) * P4 + sp.Rational(6, 7) * P2) == 0
assert sp.simplify(second - (sp.Rational(35, 8) * p**3 - sp.Rational(5, 2) * p**2
                             - sp.Rational(13, 2) * p)) == 0
general = ion_term(u**2 * (1 + e3 * t) ** 2, (1 - u**2) * (1 + e1 * t) ** 2)
general_first = sp.diff(general, t).subs(t, 0)
claimed = (-(e3 - e1) * (sp.Rational(24, 7) * P4 + sp.Rational(4, 7) * P2)
           - 2 * (e3 + 2 * e1) * P2)
assert sp.simplify(general_first - claimed) == 0

# --- coefficients K and B from sums over the unstrained lattice
n, sign = weighted_block(30)
n2 = np.sum(n**2, axis=1).astype(float)
cos2 = n[:, 2] ** 2 / n2
p_num = 3 * cos2 - 1
p4_num = (35 * cos2**2 - 30 * cos2 + 3) / 8
K = -36 / 7 * np.sum(sign * p4_num / n2**1.5)
B = np.sum(sign * (35 * p_num**3 / 8 - 5 * p_num**2 / 2) / n2**1.5)


def vzz(eps):
    return ewald(spacings(eps))[2, 2]


# --- the same coefficients from numerical derivatives of Ewald results
h = 2e-3
K_ewald = (8 * (vzz(h) - vzz(-h)) - (vzz(2 * h) - vzz(-2 * h))) / (12 * h)
even_h = (vzz(h) + vzz(-h)) / (2 * h**2)
even_2h = (vzz(2 * h) + vzz(-2 * h)) / (8 * h**2)
B_ewald = (4 * even_h - even_2h) / 3
assert abs(K - K_ewald) < 1e-5
assert abs(B - B_ewald) < 1e-4


def vzz_uniaxial(eps):
    return ewald(np.array([1.0, 1.0, 1 + eps]))[2, 2]


K_uniaxial = (8 * (vzz_uniaxial(h) - vzz_uniaxial(-h))
              - (vzz_uniaxial(2 * h) - vzz_uniaxial(-2 * h))) / (12 * h)
assert abs(K_uniaxial - 2 * K / 3) < 1e-5

# --- nearest shell alone: six ions summed explicitly against the closed form
def shell_vzz(eps):
    shell = np.vstack([np.eye(3), -np.eye(3)]) * spacings(eps)
    dist = np.linalg.norm(shell, axis=1)
    return -np.sum((3 * shell[:, 2] ** 2 - dist**2) / dist**5)


for eps in (-0.05, 0.01, 0.08):
    assert abs(shell_vzz(eps) - 4 * ((1 + eps) ** 1.5 - (1 + eps) ** -3)) < 1e-12
K_shell = (shell_vzz(1e-4) - shell_vzz(-1e-4)) / 2e-4
assert abs(K_shell - 18) < 1e-5

# --- cubic zero, zero trace, axial form, alpha independence, direct sum
cubic_max = 0.0
for alpha in (0.8, 1.0, 1.3, 1.6):
    cubic_max = max(cubic_max, np.abs(ewald(spacings(0.0), alpha)).max())
assert cubic_max < 1e-11
trace_max = alpha_spread = direct_gap = 0.0
for eps in (-0.05, 0.01, 0.05):
    reference = ewald(spacings(eps))
    for alpha in (0.8, 1.3, 1.6):
        tensor = ewald(spacings(eps), alpha)
        trace_max = max(trace_max, abs(np.trace(tensor)))
        alpha_spread = max(alpha_spread, np.abs(tensor - reference).max())
    axial = reference[2, 2] * np.diag([-0.5, -0.5, 1.0])
    assert np.abs(reference - axial).max() < 1e-11
    gap = np.abs(direct_sum(spacings(eps), 30) - reference).max()
    direct_gap = max(direct_gap, gap)
assert trace_max < 1e-11 and alpha_spread < 1e-11
assert direct_gap < 1e-6   # truncation error of the finite block

# --- worked example
q, d, eps0, alpha0 = 1.0, 5.0, 0.01, 0.2
parts = ewald_parts(spacings(eps0, d), alpha0, q)
V = sum(parts)
assert abs(V[2, 2] - q / d**3 * vzz(eps0)) < 1e-13
efg_unit = const.physical_constants["atomic unit of electric field gradient"][0]
Q_barn = 0.1
coupling = const.e * Q_barn * 1e-28 * V[2, 2] * efg_unit / const.h

print(f"charge q = {q:.1f} e, distance d = {d:.1f} bohr")
print(f"strain eps = {eps0:.3f}, alpha = {alpha0:.2f} 1/bohr")
sx, _, sz = spacings(eps0, d)
print(f"spacings d_x = {sx:.6f} bohr, d_z = {sz:.6f} bohr")
print("Ewald parts (atomic units): xx, zz, trace")
for name, part in zip(("real", "reciprocal", "self"), parts):
    print(f"  {name:10s} {part[0,0]: .9f} {part[2,2]: .9f} {np.trace(part): .9f}")
print(f"  {'total':10s} {V[0,0]: .9f} {V[2,2]: .9f} {np.trace(V): .1e}")
print("Cubic lattice, same alpha (atomic units): xx, zz")
cubic_parts = ewald_parts(spacings(0.0, d), alpha0, q)
for name, part in zip(("real", "reciprocal", "self"), cubic_parts):
    print(f"  {name:10s} {part[0,0]: .9f} {part[2,2]: .9f}")
print(f"V_zz = {V[2,2]:.6e} a.u. = {V[2,2]*efg_unit:.4e} V/m^2")
print(f"C_Q for Q = {Q_barn} barn: {coupling/1e3:.3f} kHz")
print(f"largest cubic element, any alpha: {cubic_max:.1e} q/d^3")
print(f"largest trace under strain: {trace_max:.1e} q/d^3")
print(f"largest change with alpha: {alpha_spread:.1e} q/d^3")
print(f"largest gap to direct sum, N=30: {direct_gap:.1e} q/d^3")
print("Direct sum at eps = 0.01: N, V_zz (q/d^3)")
for limit in (1, 2, 4, 8, 16, 30):
    print(f"  {limit:2d} {direct_sum(spacings(eps0), limit)[2,2]:.9f}")
print(f"  Ewald {vzz(eps0):.9f}")
print(f"K lattice sum = {K:.6f}, Ewald derivative = {K_ewald:.6f}")
print(f"B lattice sum = {B:.5f}, Ewald derivative = {B_ewald:.5f}")
print(f"uniaxial slope = {K_uniaxial:.6f}, 2K/3 = {2*K/3:.6f}")
print(f"nearest-shell slope = {K_shell:.4f}, K/shell = {K/K_shell:.5f}")
print("eps, V_zz, K*eps, K*eps+B*eps^2 (q/d^3), V_zz/(K*eps)")
for eps in (-0.04, -0.02, -0.01, -0.001, 0.001, 0.01, 0.02, 0.04):
    value = vzz(eps)
    print(f"  {eps: .3f} {value: .6f} {K*eps: .6f} "
          f"{K*eps+B*eps**2: .6f} {value/(K*eps):.5f}")
print("OK")
```

Output:

```
charge q = 1.0 e, distance d = 5.0 bohr
strain eps = 0.010, alpha = 0.20 1/bohr
spacings d_x = 4.975186 bohr, d_z = 5.050000 bohr
Ewald parts (atomic units): xx, zz, trace
  real       -0.006555081 -0.004453746 -0.017563908
  reciprocal -0.000165004 -0.000160151 -0.000490159
  self        0.006018022  0.006018022  0.018054067
  total      -0.000702063  0.001404126  3.7e-17
Cubic lattice, same alpha (atomic units): xx, zz
  real       -0.005854517 -0.005854517
  reciprocal -0.000163506 -0.000163506
  self        0.006018022  0.006018022
V_zz = 1.404126e-03 a.u. = 1.3644e+19 V/m^2
C_Q for Q = 0.1 barn: 32.992 kHz
largest cubic element, any alpha: 9.1e-15 q/d^3
largest trace under strain: 4.7e-14 q/d^3
largest change with alpha: 4.4e-14 q/d^3
largest gap to direct sum, N=30: 3.8e-11 q/d^3
Direct sum at eps = 0.01: N, V_zz (q/d^3)
   1 0.092751971
   2 0.177534283
   4 0.175514922
   8 0.175515671
  16 0.175515693
  30 0.175515693
  Ewald 0.175515693
K lattice sum = 17.848679, Ewald derivative = 17.848679
B lattice sum = -30.07354, Ewald derivative = -30.07354
uniaxial slope = 11.899119, 2K/3 = 11.899119
nearest-shell slope = 18.0000, K/shell = 0.99159
eps, V_zz, K*eps, K*eps+B*eps^2 (q/d^3), V_zz/(K*eps)
  -0.040 -0.764471 -0.713947 -0.762065 1.07077
  -0.020 -0.369299 -0.356974 -0.369003 1.03453
  -0.010 -0.181531 -0.178487 -0.181494 1.01706
  -0.001 -0.017879 -0.017849 -0.017879 1.00169
   0.001  0.017819  0.017849  0.017819 0.99832
   0.010  0.175516  0.178487  0.175479 0.98335
   0.020  0.345232  0.356974  0.344944 0.96711
   0.040  0.668103  0.713947  0.665830 0.93579
OK
```
